# Specific mass shift of the helium-4 ionization energy: verification in Python

```python
"""Helium-4 ground state: mass shifts and relativistic shift of the ionization energy.

Result under test (Hartree atomic units, nuclear mass M, mu = M/(M+1)):
    I(M) = mu*I_inf - (mu**2/M)*<p1.p2>,   I = E(He+) - E(He).
The first term holds the normal mass shift, the second the specific mass shift.
The order-alpha^2 Breit-Pauli shift of I is computed for comparison.
Symbols: r1, r2 electron-nucleus distances, u electron-electron distance,
s = r1+r2, t = r1-r2, Z nuclear charge, zeta exponent in exp(-zeta*s).
Wavefunctions are sums of s^a t^b u^c exp(-zeta*s) with b even.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh, qr, solve_triangular
from scipy.optimize import minimize_scalar
from pyscf import gto

Z = 2
M = constants.value("alpha particle-electron mass ratio")
ALPHA = constants.fine_structure
CM = constants.value("hartree-inverse meter relationship") / 100
mu = M / (M + 1)


def grid(n):
    """Perimetric coordinates x, y, z >= 0, with nodes crowded near zero."""
    node, weight = np.polynomial.legendre.leggauss(n)
    a, wa = (node + 1) / 2, weight / 2
    q, wq = 30 * a**3, 90 * a**2 * wa
    x, y, z = [v.ravel() for v in np.meshgrid(q, q, q / 2, indexing="ij")]
    wx, wy, wz = [v.ravel() for v in np.meshgrid(wq, wq, wq / 2, indexing="ij")]
    r1, r2, u = (y + z) / 2, (x + z) / 2, (x + y) / 2
    return r1, r2, u, 8 * np.pi**2 * r1 * r2 * u * wx * wy * wz / 4


def cosines(r1, r2, u):
    """Cosines between r1 and r2, r1 and r1-r2, r2 and r2-r1."""
    x, y, z = r2 + u - r1, r1 + u - r2, r1 + r2 - u
    return (1 - x * y / (2 * r1 * r2), 1 - x * z / (2 * r1 * u),
            1 - y * z / (2 * r2 * u))


def factor_table(v, top, decay):
    """Derivatives of order 0, 1, 2 of v^k exp(-decay*v), k = 0..top."""
    p = [v**k for k in range(top + 1)]
    damp = np.exp(-decay * v)
    zero = np.zeros_like(v)
    d1 = [k * p[k - 1] if k > 0 else zero for k in range(top + 1)]
    d2 = [k * (k - 1) * p[k - 2] if k > 1 else zero for k in range(top + 1)]
    return [[damp * f for f in p],
            [damp * (d1[k] - decay * p[k]) for k in range(top + 1)],
            [damp * (d2[k] - 2 * decay * d1[k] + decay**2 * p[k])
             for k in range(top + 1)]]


def tables(exps, zeta, r1, r2, u):
    top = max(max(e) for e in exps)
    return (factor_table(r1 + r2, top, zeta), factor_table(r1 - r2, top, 0.0),
            factor_table(u, top, 0.0))


def local_fields(coeffs, exps, zeta, r1, r2, u):
    """psi, grad1.grad2, both Laplacians and the orbit-orbit density factor."""
    S, T, U = tables(exps, zeta, r1, r2, u)

    def d(i, j, k):
        total = np.zeros_like(r1)
        for c, (a, b, e) in zip(coeffs, exps):
            total += c * S[i][a] * T[j][b] * U[k][e]
        return total

    c12, ca, cb = cosines(r1, r2, u)
    fs, ft, f3 = d(1, 0, 0), d(0, 1, 0), d(0, 0, 1)
    f1, f2 = fs + ft, fs - ft
    same, mixed = d(2, 0, 0) + d(0, 2, 0), 2 * d(1, 1, 0)
    fsu, ftu, f33 = d(1, 0, 1), d(0, 1, 1), d(0, 0, 2)
    lap1 = same + mixed + 2 * f1 / r1 + f33 + 2 * f3 / u + 2 * ca * (fsu + ftu)
    lap2 = same - mixed + 2 * f2 / r2 + f33 + 2 * f3 / u + 2 * cb * (fsu - ftu)
    dot = f1 * f2 * c12 - f1 * f3 * ca - f2 * f3 * cb - f3**2
    orbit = (dot - (f1 * ca + f3) * (f2 * cb + f3)) / u
    return d(0, 0, 0), dot, lap1, lap2, orbit


def expectations(coeffs, exps, zeta, n):
    r1, r2, u, w = grid(n)
    psi, dot, lap1, lap2, orbit = local_fields(coeffs, exps, zeta, r1, r2, u)
    norm = np.sum(w * psi**2)
    V = -Z / r1 - Z / r2 + 1 / u

    def mean(f):
        return np.sum(w * f) / norm

    energy = mean(-psi * (lap1 + lap2) / 2 + V * psi**2)
    rad, wr = np.polynomial.legendre.leggauss(200)
    rad, wr = 15 * (rad + 1), 15 * wr
    shell = 4 * np.pi * rad**2 * wr / norm

    def value(s, t, v):
        total = np.zeros_like(s)
        for c, (a, b, e) in zip(coeffs, exps):
            total += c * s**a * t**b * v**e
        return total * np.exp(-zeta * s)

    return {"E": energy, "pp": mean(dot), "p4": mean(lap1**2 + lap2**2),
            "p4_alt": mean(4 * (energy - V)**2 * psi**2 - 2 * lap1 * lap2),
            "oo": -mean(orbit) / 2,
            "d1": np.sum(shell * value(rad, -rad, rad)**2),
            "d12": np.sum(shell * value(2 * rad, 0 * rad, 0 * rad)**2)}


# Kinetic energy after removal of the centre of mass, from the definition.
m_e, m_n = sp.symbols("m_e m_n", positive=True)
total_mass = 2 * m_e + m_n
J = sp.Matrix([[1, 0, -1], [0, 1, -1],
               [m_e / total_mass, m_e / total_mass, m_n / total_mass]])
inverse_mass = J * sp.diag(1 / m_e, 1 / m_e, 1 / m_n) * J.T
claimed = sp.Matrix([[1 / m_e + 1 / m_n, 1 / m_n, 0],
                     [1 / m_n, 1 / m_e + 1 / m_n, 0], [0, 0, 1 / total_mass]])
assert (inverse_mass - claimed).applyfunc(sp.simplify) == sp.zeros(3, 3)

# Local derivative formulas against Cartesian finite differences.
test_exps = [(0, 0, 0), (1, 0, 0), (0, 0, 1), (0, 2, 0), (1, 0, 1), (0, 2, 1)]
test_coeffs = [1.0, 0.2, 0.4, 0.3, -0.1, 0.15]


def cartesian_psi(q):
    a, b = np.linalg.norm(q[:3]), np.linalg.norm(q[3:])
    v = np.linalg.norm(q[:3] - q[3:])
    return sum(c * (a + b)**i * (a - b)**j * v**k for c, (i, j, k)
               in zip(test_coeffs, test_exps)) * np.exp(-2 * (a + b))


point, h = np.array([0.7, 0.2, -0.4, -0.3, 0.9, 0.5]), 1e-3
plus = np.array([cartesian_psi(point + h * e) for e in np.eye(6)])
minus = np.array([cartesian_psi(point - h * e) for e in np.eye(6)])
gradient = (plus - minus) / (2 * h)
second = (plus + minus - 2 * cartesian_psi(point)) / h**2
sep = point[:3] - point[3:]
dist = np.linalg.norm(sep)
tensor = (np.eye(3) + np.outer(sep, sep) / dist**2) / dist
direct = [cartesian_psi(point), gradient[:3] @ gradient[3:], second[:3].sum(),
          second[3:].sum(), gradient[:3] @ tensor @ gradient[3:]]
formula = local_fields(test_coeffs, test_exps, 2.0,
                       np.array([np.linalg.norm(point[:3])]),
                       np.array([np.linalg.norm(point[3:])]), np.array([dist]))
assert np.allclose(direct, np.ravel(formula), rtol=1e-4, atol=1e-6)

# Uncorrelated product with exponent Z: no specific shift, hydrogenic densities.
product = expectations([1.0], [(0, 0, 0)], float(Z), 40)
assert abs(product["pp"]) < 1e-6 and abs(product["oo"]) < 1e-5
assert abs(product["p4"] / (10 * Z**4) - 1) < 1e-5
assert abs(product["d1"] * np.pi / Z**3 - 1) < 1e-8
assert abs(product["d12"] * 8 * np.pi / Z**3 - 1) < 1e-8
ion_rel = -Z**4 / 8
ion_parts = -product["p4"] / 16 + np.pi * Z * product["d1"] / 2
dirac = (np.sqrt(1 - (Z * ALPHA)**2) - 1) / ALPHA**2 + Z**2 / 2
assert abs(ion_parts / ion_rel - 1) < 1e-3
assert abs(dirac / ALPHA**2 / ion_rel - 1) < 1e-3


# Two-parameter function exp(-zeta*s)*(1+c*u), closed formulas with x = c/zeta.
def hand(x):
    N = 8 + 35 * x + 48 * x**2
    K = 8 + 25 * x + 32 * x**2
    W = 27 + 104 * x + 126.5 * x**2
    zeta = W / (2 * K)
    return -W**2 / (4 * K * N), zeta, zeta**2 * x * (5 + 4 * x) / N


x_hand = minimize_scalar(lambda x: hand(x)[0], bounds=(0, 1), method="bounded",
                         options={"xatol": 1e-9}).x
E_hand, zeta_hand, pp_hand = hand(x_hand)
check = expectations([1.0, x_hand * zeta_hand], [(0, 0, 0), (0, 0, 1)],
                     zeta_hand, 40)
assert abs(check["E"] - E_hand) < 1e-6 and abs(check["pp"] - pp_hand) < 1e-6

# Large correlated basis; functions ordered by degree so smaller sets are nested.
ZETA, TOP = 2.0, 8
exps = sorted([(a, b, c) for a in range(TOP + 1) for b in range(0, TOP + 1, 2)
               for c in range(TOP + 1) if a + b + c <= TOP], key=sum)
r1, r2, u, w = grid(36)
S, T, U = tables(exps, ZETA, r1, r2, u)
root = np.sqrt(w)


def columns(i, j, k):
    return np.stack([root * S[i][a] * T[j][b] * U[k][c] for a, b, c in exps], 1)


Q, R = qr(columns(0, 0, 0), mode="economic")
R_inv = solve_triangular(R, np.eye(len(exps)))
Bs, Bt, B3 = [columns(*o) @ R_inv for o in ((1, 0, 0), (0, 1, 0), (0, 0, 1))]
B1, B2 = Bs + Bt, Bs - Bt
del Bs, Bt, S, T, U
c12, ca, cb = cosines(r1, r2, u)


def overlap(A, f, B):
    G = A.T @ (f[:, None] * B)
    return (G + G.T) / 2


one = np.ones_like(u)
G33 = overlap(B3, one, B3)
G13, G23 = overlap(B1, ca, B3), overlap(B2, cb, B3)
kinetic = (overlap(B1, one, B1) + overlap(B2, one, B2)) / 2 + G33 + G13 + G23
polar = overlap(B1, c12, B2) - G13 - G23 - G33
potential = overlap(Q, -Z / r1 - Z / r2 + 1 / u, Q)
del Q, B1, B2, B3
levels = {}
for degree in (1, 2, 4, 6, 7, 8):
    n = sum(sum(e) <= degree for e in exps)
    val, vec = eigh((kinetic + potential)[:n, :n], subset_by_index=[0, 0])
    v = vec[:, 0]
    levels[degree] = (n, val[0], v @ polar[:n, :n] @ v)
E_he, pp = levels[8][1:]
assert levels[8][1] < levels[7][1] < levels[6][1]
assert levels[7][1] - E_he < 2e-6
assert abs(levels[7][2] - pp) * CM / M < 0.005
virial = -(v @ potential @ v) / (2 * (v @ kinetic @ v))
assert abs(virial - 1) < 3e-5

# Independent road to <p1.p2>: all two-electron products of Gaussian orbitals.
mol = gto.M(atom="He 0 0 0", basis="cc-pvqz", verbose=0)
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eps, C = eigh(h_core, mol.intor("int1e_ovlp"))
k = len(eps)
eri = mol.intor("int2e").reshape(k, k, k, k)
eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, C, C, C, C, optimize=True)
H_ci = eri.transpose(0, 2, 1, 3).reshape(k * k, k * k)
H_ci = H_ci + np.diag(np.add.outer(eps, eps).ravel())
E_ci, pair = eigh(H_ci, subset_by_index=[0, 0])
pair = pair[:, 0].reshape(k, k)
nabla = [C.T @ D @ C for D in mol.intor("int1e_ipovlp")]
pp_ci = -sum(np.sum(pair * (D @ pair @ D.T)) for D in nabla)
assert abs(pp_ci / pp - 1) < 0.03 and E_ci[0] > E_he

# Mass shifts, and the complete finite-mass Hamiltonian as a check.
I_inf = -Z**2 / 2 - E_he
normal = -I_inf / (M + 1)
specific = -mu**2 * pp / M
E_full = eigh(kinetic / mu + potential + polar / M, eigvals_only=True,
              subset_by_index=[0, 0])[0]
full_shift = (-mu * Z**2 / 2 - E_full) - I_inf
assert abs(full_shift - normal - specific) * CM < 0.005

# Relativistic correction of order alpha^2.
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
spin_dot = (singlet @ sum(np.kron(a, a) for a in pauli) @ singlet).real / 4
contact = -np.pi - 8 * np.pi / 3 * spin_dot
assert abs(contact - np.pi) < 1e-12


def relativistic(q, key="p4"):
    return np.array([-q[key] / 8, np.pi * Z * q["d1"], contact * q["d12"], q["oo"]])


q_he = expectations(R_inv @ v, exps, ZETA, 48)
q_coarse = expectations(R_inv @ v, exps, ZETA, 40)
assert abs(q_he["p4"] / q_coarse["p4"] - 1) < 1e-5
assert abs(q_he["E"] - E_he) < 1e-6 and abs(q_he["pp"] - pp) < 1e-6
parts = relativistic(q_he)
he_rel = parts.sum()
unit = ALPHA**2 * CM
rel_shift = (ion_rel - he_rel) * unit
rel_alt = (ion_rel - relativistic(q_he, "p4_alt").sum()) * unit
assert abs(rel_shift - rel_alt) < 0.05

print(f"Nuclear mass M = {M:.4f} electron masses")
print(f"Reduced mass mu = {mu:.8f} electron masses")
print(f"Fine-structure constant alpha = {ALPHA:.9f}")
print(f"1 hartree = {CM:.3f} cm^-1")
print("Two-parameter function:")
print(f"  x = c/zeta = {x_hand:.5f}")
print(f"  zeta = {zeta_hand:.5f} bohr^-1")
print(f"  c = {x_hand * zeta_hand:.5f} bohr^-1")
print(f"  energy = {E_hand:.5f} hartree")
print(f"  <p1.p2> = {pp_hand:.5f} a.u.")
print(f"  specific shift of I = {-mu**2 * pp_hand / M * CM:.2f} cm^-1")
print("Large basis: degree, functions, energy (hartree), <p1.p2> (a.u.)")
for degree, (n, energy, value) in levels.items():
    print(f"  {degree} {n:3d} {energy:.7f} {value:.5f}")
print(f"Virial ratio -<V>/(2<T>) = {virial:.6f}")
print(f"Gaussian cc-pVQZ full CI energy = {E_ci[0]:.5f} hartree")
print(f"Gaussian cc-pVQZ full CI <p1.p2> = {pp_ci:.4f} a.u.")
print(f"I at infinite nuclear mass = {I_inf:.6f} hartree")
print(f"I at infinite nuclear mass = {I_inf * CM:.1f} cm^-1")
print(f"Normal mass shift of I = {normal:.4e} hartree")
print(f"Normal mass shift of I = {normal * CM:.3f} cm^-1")
print(f"Specific mass shift of I = {specific:.4e} hartree")
print(f"Specific mass shift of I = {specific * CM:.3f} cm^-1")
print(f"Sum of the two mass shifts = {(normal + specific) * CM:.3f} cm^-1")
print(f"Mass shift, full diagonalization = {full_shift * CM:.3f} cm^-1")
print("Relativistic energy of He, units of alpha^2 hartree:")
for name, part in zip(("p^4 term", "nuclear contact term",
                       "electron contact term", "orbit-orbit term"), parts):
    print(f"  {name} = {part:.3f}")
print(f"  sum for He = {he_rel:.3f}")
print(f"  He+ = {ion_rel:.3f}")
print(f"Relativistic energy of He = {he_rel * unit:.2f} cm^-1")
print(f"Relativistic energy of He+ = {ion_rel * unit:.2f} cm^-1")
print(f"Relativistic shift of I = {rel_shift:.2f} cm^-1")
print(f"Same, p^4 from Schroedinger equation = {rel_alt:.2f} cm^-1")
print(f"Ratio specific/normal = {specific / normal:.3f}")
print(f"Ratio specific/relativistic = {specific * CM / rel_shift:.1f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Nuclear mass M = 7294.2995 electron masses
Reduced mass mu = 0.99986293 electron masses
Fine-structure constant alpha = 0.007297353
1 hartree = 219474.631 cm^-1
Two-parameter function:
  x = c/zeta = 0.19776
  zeta = 1.84968 bohr^-1
  c = 0.36580 bohr^-1
  energy = -2.89112 hartree
  <p1.p2> = 0.23325 a.u.
  specific shift of I = -7.02 cm^-1
Large basis: degree, functions, energy (hartree), <p1.p2> (a.u.)
  1   3 -2.8877254 0.22626
  2   7 -2.9029657 0.15919
  4  22 -2.9037135 0.15909
  6  50 -2.9037230 0.15907
  7  70 -2.9037238 0.15907
  8  95 -2.9037241 0.15907
Virial ratio -<V>/(2<T>) = 1.000000
Gaussian cc-pVQZ full CI energy = -2.90241 hartree
Gaussian cc-pVQZ full CI <p1.p2> = 0.1603 a.u.
I at infinite nuclear mass = 0.903724 hartree
I at infinite nuclear mass = 198344.5 cm^-1
Normal mass shift of I = -1.2388e-04 hartree
Normal mass shift of I = -27.188 cm^-1
Specific mass shift of I = -2.1801e-05 hartree
Specific mass shift of I = -4.785 cm^-1
Sum of the two mass shifts = -31.973 cm^-1
Mass shift, full diagonalization = -31.971 cm^-1
Relativistic energy of He, units of alpha^2 hartree:
  p^4 term = -13.520
  nuclear contact term = 11.374
  electron contact term = 0.334
  orbit-orbit term = -0.139
  sum for He = -1.950
  He+ = -2.000
Relativistic energy of He = -22.79 cm^-1
Relativistic energy of He+ = -23.37 cm^-1
Relativistic shift of I = -0.58 cm^-1
Same, p^4 from Schroedinger equation = -0.55 cm^-1
Ratio specific/normal = 0.176
Ratio specific/relativistic = 8.2
ALL CHECKS PASSED
```
